# Valley splitting of a substitutional donor ground state in silicon

## Problem

The conduction band of silicon has six equivalent minima, one on each of the half-axes \(+x,-x,+y,-y,+z,-z\) of reciprocal space. A substitutional donor binds an electron whose lowest hydrogen-like envelope can be built from any of the six valleys. If the valleys did not interact, the ground state would be sixfold degenerate, apart from spin. The site symmetry of the donor is \(T_d\).

1. Into which irreducible representations of \(T_d\) does the sixfold state split?
2. What are the valley coefficients of the resulting states?
3. How do the splittings depend on the matrix elements that couple different valleys?

Spin–orbit coupling is neglected, so spin doubles every degeneracy and is left out below.

## A tempting solution

The six valleys are equivalent by symmetry. Each therefore has the same energy \(E_0\), and it seems that each must couple to each of the other five with the same matrix element \(\Delta\). Acting on a column of valley coefficients \(\alpha_j\), the Hamiltonian would give

\[
(H\alpha)_j=E_0\alpha_j+\Delta\sum_{i\neq j}\alpha_i=(E_0-\Delta)\alpha_j+\Delta\sum_i\alpha_i .
\]

If all coefficients are equal, the last sum is \(6\alpha_j\) and the energy is \(E_0+5\Delta\). If the coefficients add up to zero, the last term vanishes and the energy is \(E_0-\Delta\). The first condition fixes one state and the second leaves five, so the ground state would split into a singlet and a quintet.

## Where it fails

The largest irreducible representation of \(T_d\) has dimension three. A fivefold level is therefore not a consequence of the symmetry, and some step has assumed more than the symmetry provides.

That step is the single coupling \(\Delta\). A matrix element between valleys belongs to a pair of valleys, and the equivalence of the valleys does not make all pairs equivalent. The operations of \(T_d\) preserve angles. The directions \(+x\) and \(-x\) enclose 180°, while \(+x\) and \(+y\) enclose 90°, so no operation carries the first pair into the second. Opposite and perpendicular valleys may have different couplings.

## Right solution

### How the valley states transform

Put the donor at the origin. Its four neighbours lie along \((1,1,1)\), \((1,-1,-1)\), \((-1,1,-1)\) and \((-1,-1,1)\). The 24 operations of \(T_d\) permute the three axes and may reverse some of them, with an even number of minus signs, so that the product \(xyz\) is preserved. An operation \(R\) acts on a function by \((R\psi)(\mathbf r)=\psi(R^{-1}\mathbf r)\).

Let \(\psi_j\) be the Bloch function at the minimum \(\mathbf k_j\). Two of its properties are used: the band is nondegenerate there, and \(\psi_j\) does not vanish at the atomic site. The phase of each Bloch function is free, and we choose it so that \(\psi_j(0)\) is real and positive.

The perfect crystal is symmetric under \(R\), so \(R\psi_j\) is a Bloch function of the same energy. Its wave vector is \(R\mathbf k_j\), because \(\mathbf k_j\cdot R^{-1}\mathbf r=(R\mathbf k_j)\cdot\mathbf r\). The band is nondegenerate, so \(R\psi_j\) equals the chosen function \(\psi_{Rj}\) of the valley \(Rj\) up to a phase factor. At the origin \((R\psi_j)(0)=\psi_j(0)\), and both this number and \(\psi_{Rj}(0)\) are positive. The phase factor is therefore 1:

\[
R\psi_j=\psi_{Rj}.
\]

The lowest envelope \(F_j(\mathbf r)\) of each valley is nondegenerate and can be taken positive. It follows the orientation of its valley, so \(RF_j=F_{Rj}\). The products \(\Phi_j=F_j\psi_j\) are then permuted by \(T_d\) without extra signs or phases.

The functions \(\Phi_j\) need not be quite orthogonal. Let \(S\) be their overlap matrix and \(D(R)\) the permutation matrix of \(R\). Since \(R\) preserves overlaps, \(S\) commutes with \(D(R)\), and so does \(S^{-1/2}\). The orthonormal functions

\[
|j\rangle=\sum_i\Phi_i\,(S^{-1/2})_{ij}
\]

therefore obey the same law, \(R|j\rangle=|Rj\rangle\). They are the basis used from here on.

### Reduction

The character \(\chi(R)\) is the trace of a permutation matrix, which is the number of valleys that \(R\) leaves in place. One representative of each class is enough:

- The identity leaves all 6 in place.
- A threefold rotation, \((x,y,z)\to(y,z,x)\), moves every valley: 0.
- A twofold rotation, \((x,y,z)\to(x,-y,-z)\), keeps \(\pm x\): 2.
- An operation \(S_4\), \((x,y,z)\to(-x,z,-y)\), moves every valley: 0.
- A mirror \(\sigma_d\), \((x,y,z)\to(y,x,z)\), keeps \(\pm z\): 2.

The characters of the irreducible representations, with the valley character in the last row, are

| | \(E\) | \(8C_3\) | \(3C_2\) | \(6S_4\) | \(6\sigma_d\) |
|---|---|---|---|---|---|
| \(A_1\) | 1 | 1 | 1 | 1 | 1 |
| \(A_2\) | 1 | 1 | 1 | −1 | −1 |
| \(E\) | 2 | −1 | 2 | 0 | 0 |
| \(T_1\) | 3 | 0 | −1 | 1 | −1 |
| \(T_2\) | 3 | 0 | −1 | −1 | 1 |
| valleys | 6 | 0 | 2 | 0 | 2 |

A representation \(\Gamma\) occurs \(n_\Gamma=\frac1{24}\sum_R\chi_\Gamma(R)\chi(R)\) times; all characters here are real. The classes \(C_3\) and \(S_4\) contribute nothing, which leaves

\[
\begin{aligned}
n_{A_1}&=\tfrac1{24}(6+3\cdot2+6\cdot2)=1,\\
n_{A_2}&=\tfrac1{24}(6+3\cdot2-6\cdot2)=0,\\
n_{E}&=\tfrac1{24}(2\cdot6+3\cdot2\cdot2)=1,\\
n_{T_1}&=\tfrac1{24}(3\cdot6-3\cdot2-6\cdot2)=0,\\
n_{T_2}&=\tfrac1{24}(3\cdot6-3\cdot2+6\cdot2)=1 .
\end{aligned}
\]

The sixfold state reduces to \(A_1+E+T_2\), with dimensions \(1+2+3=6\).

### Valley coefficients

The sum of all six valley states is unchanged by any permutation, so it is the \(A_1\) state.

The difference \(|{+x}\rangle-|{-x}\rangle\) and its \(y\) and \(z\) partners transform as the vector components \(x,y,z\): an operation that takes \(+x\) to \(-y\), for example, takes this difference to \(-(|{+y}\rangle-|{-y}\rangle)\). The components \(x,y,z\) belong to \(T_2\): acting on them, the five class representatives listed above have the traces \(3,\,0,\,-1,\,-1,\,+1\), which is the \(T_2\) row of the table.

The two dimensions that remain must carry \(E\). They are spanned by the combinations that are even between opposite valleys and orthogonal to \(A_1\). The three even sums are permuted like \(x^2,y^2,z^2\), so a convenient pair follows the pattern of \(2z^2-x^2-y^2\) and \(x^2-y^2\).

In the order \((+x,-x,+y,-y,+z,-z)\), the normalized coefficients are

\[
\begin{aligned}
A_1:&\quad \tfrac1{\sqrt6}(1,1,1,1,1,1),\\
E:&\quad \tfrac1{\sqrt{12}}(-1,-1,-1,-1,2,2),\qquad \tfrac12(1,1,-1,-1,0,0),\\
T_2:&\quad \tfrac1{\sqrt2}(1,-1,0,0,0,0),\quad \tfrac1{\sqrt2}(0,0,1,-1,0,0),\quad \tfrac1{\sqrt2}(0,0,0,0,1,-1).
\end{aligned}
\]

Within \(E\) and within \(T_2\), any other orthonormal basis serves equally well.

These signs belong to the phase convention. Reversing the sign of one valley function would reverse its coefficient in every state, together with its matrix elements to the other five valleys. The energies would stay the same.

### The invariant Hamiltonian

The full Hamiltonian of crystal and donor is symmetric under \(T_d\), so \(H_{Ri,Rj}=H_{ij}\). Matrix elements are equal whenever an operation connects their ordered pairs of valleys.

Choose two different axes \(a\) and \(b\), call the third \(c\), and choose signs \(\sigma,\tau=\pm1\). The operation

\[
R\,\mathbf e_x=\sigma\,\mathbf e_a,\qquad R\,\mathbf e_y=\tau\,\mathbf e_b,\qquad R\,\mathbf e_z=\sigma\tau\,\mathbf e_c
\]

belongs to \(T_d\), because the product of its three signs is \(\sigma\cdot\tau\cdot\sigma\tau=1\). Three conclusions follow.

- It takes \(+x\) to any chosen valley, so all diagonal elements equal one energy \(E_0\).
- It takes the ordered pair \((+x,-x)\) to any ordered pair of opposite valleys, so all these elements equal one number \(g\).
- It takes \((+x,+y)\) to any ordered pair of perpendicular valleys, so all these elements equal one number \(f\).

The reversed pairs are included. Hence \(H_{ij}=H_{ji}\), while hermiticity demands \(H_{ij}=H_{ji}^*\), so \(g\) and \(f\) are real. The Hamiltonian is a sum of three invariant matrices,

\[
H=E_0\,I+g\,P+f\,Q,
\]

where \(P\) has the element 1 between opposite valleys, \(Q\) has the element 1 between perpendicular valleys, and all their other elements are 0. Character theory gives the same count: the number of independent invariant matrices is \(\sum_\Gamma n_\Gamma^2=1+1+1=3\).

### Levels and splittings

Each valley has one opposite and four perpendicular partners. Write \(\alpha_{\bar j}\) for the coefficient of the valley opposite to \(j\), and \(s=\sum_i\alpha_i\). The four perpendicular coefficients add up to \(s-\alpha_j-\alpha_{\bar j}\), so

\[
\begin{aligned}
(H\alpha)_j&=E_0\alpha_j+g\,\alpha_{\bar j}+f\,(s-\alpha_j-\alpha_{\bar j})\\
&=(E_0-f)\,\alpha_j+(g-f)\,\alpha_{\bar j}+f\,s .
\end{aligned}
\]

For \(A_1\), \(\alpha_{\bar j}=\alpha_j\) and \(s=6\alpha_j\). For \(E\), \(\alpha_{\bar j}=\alpha_j\) and \(s=0\). For \(T_2\), \(\alpha_{\bar j}=-\alpha_j\) and \(s=0\). Therefore

\[
\begin{aligned}
E(A_1)&=E_0-f+(g-f)+6f=E_0+g+4f,\\
E(E)&=E_0-f+(g-f)=E_0+g-2f,\\
E(T_2)&=E_0-f-(g-f)=E_0-g .
\end{aligned}
\]

The energy \(E_0\) cancels in the differences:

\[
\begin{aligned}
\Delta_E&\equiv E(E)-E(A_1)=-6f,\\
\Delta_T&\equiv E(T_2)-E(A_1)=-2g-4f,\\
E(E)-E(T_2)&=2(g-f).
\end{aligned}
\]

Symmetry fixes the degeneracies but not the order of the levels. The singlet is lowest when both \(\Delta_E\) and \(\Delta_T\) are positive, that is, when \(f<0\) and \(g+2f<0\). A positive \(g\) is compatible with this as long as \(g<-2f\).

To obtain the couplings from known splittings, use \(f=-\Delta_E/6\) first. Then \(2g=-\Delta_T-4f=-\Delta_T+\tfrac23\Delta_E\), so

\[
f=-\frac{\Delta_E}{6},\qquad g=\frac{\Delta_E}{3}-\frac{\Delta_T}{2}.
\]

The doublet and the triplet must be identified before these formulas are applied. Three parameters can reproduce any three energies, so a successful fit of the level positions does not test the model. What symmetry predicts is the set of degeneracies and the coefficients.

## What the tempting solution describes

Setting \(g=f=\Delta\) gives back the singlet at \(E_0+5\Delta\) and puts \(E\) and \(T_2\) together at \(E_0-\Delta\). The single coupling is thus a special case, and it has a physical meaning.

Consider a perturbation that acts at the donor site alone, proportional to \(\delta(\mathbf r)\). Its matrix elements are proportional to \(\langle i|\mathbf r{=}0\rangle\langle\mathbf r{=}0|j\rangle\). Every valley function has the same value at the origin, because \(T_d\) permutes these functions and leaves the origin fixed. All 36 matrix elements then equal one number \(w\), which is added to \(E_0\), \(g\) and \(f\) alike. The shifts are

\[
A_1:\ w+w+4w=6w,\qquad E:\ w+w-2w=0,\qquad T_2:\ w-w=0 .
\]

The amplitudes at the donor show why. For \(A_1\) the six equal contributions add to \(6/\sqrt6=\sqrt6\) times the single-valley amplitude, so the density is six times that of one orthonormal valley function \(|j\rangle\). Relative to a normalized \(\Phi_j\) the factor is six only when the overlaps between valleys are negligible. For \(E\) and \(T_2\) the coefficients add up to zero, and the density at the donor vanishes in this six-valley model.

A perturbation of finite range also probes the wave functions away from the origin, and \(g\) and \(f\) can then differ. The numerical check includes a diamond-lattice model with round parameters, which is not a calculation of silicon. Its Bloch states are taken on the six half-axes at \(0.85\,(2\pi/a)\), close to the band minimum of the model near \(0.875\,(2\pi/a)\). A short-range tetrahedral potential between these states, taken without envelopes, gives \(g=-0.130\) and \(f=-0.260\), in a unit in which the diagonal element is \(-0.878\). These values are for 56 plane waves per valley; a converged basis moves the diagonal element to \(-0.871\) and \(g\) to \(-0.129\) and leaves \(f\) unchanged to three digits. The computed matrix has the three-parameter form to rounding error. When the same potential is moved 0.6 bohr off the atomic site in a low-symmetry direction (the lattice constant is 10 bohr), matrix elements depart from their symmetry-averaged values by up to 0.24 in the same unit. Part of this is the phase convention: with the phases fixed at the new centre the departure is 0.16. The eigenvalues do not depend on phases, and they show the loss of symmetry directly: the triplet at \(-0.75\) splits into \(-1.01\), \(-0.87\) and \(-0.57\). The form rests on the site symmetry, and a displaced donor, a general strain or an electric field can break it.

## Worked example

Take the model couplings \(E_0=0\), \(g=-2\) meV and \(f=-3\) meV, chosen for simple arithmetic and not assigned to a particular donor. Then

\[
\begin{aligned}
E(A_1)&=-2+4(-3)=-14\ \text{meV},\\
E(T_2)&=-(-2)=2\ \text{meV},\\
E(E)&=-2-2(-3)=4\ \text{meV}.
\end{aligned}
\]

The singlet is lowest, as the conditions \(f=-3<0\) and \(g+2f=-8<0\) (in meV) require. The triplet follows 16 meV above it and the doublet 18 meV above it. The sum of the six energies is \(-14+3\cdot2+2\cdot4=0\), in agreement with the trace \(6E_0=0\).

In the reverse direction, \(\Delta_E=18\) meV and \(\Delta_T=16\) meV give

\[
f=-\frac{18}{6}=-3\ \text{meV},\qquad g=\frac{18}{3}-\frac{16}{2}=6-8=-2\ \text{meV}.
\]

The doublet and the triplet are \(2(g-f)=2(-2+3)=2\) meV apart. A single coupling shared by all pairs of valleys, \(g=f\), cannot produce this splitting, whatever its value.

## Values computed for the example and the checks

```
Valley characters (number of valleys left in place):
  1 E: 6
  8 C3: 0
  3 C2: 2
  6 S4: 0
  6 sigma_d: 2
Multiplicities: A1 1, A2 0, E 1, T1 0, T2 1
Number of invariant matrices: 3
Valley coefficients (+x -x +y -y +z -z):
  A1  0.4082  0.4082  0.4082  0.4082  0.4082  0.4082
  E  -0.2887 -0.2887 -0.2887 -0.2887  0.5774  0.5774
  E   0.5000  0.5000 -0.5000 -0.5000  0.0000  0.0000
  T2  0.7071 -0.7071  0.0000  0.0000  0.0000  0.0000
  T2  0.0000  0.0000  0.7071 -0.7071  0.0000  0.0000
  T2  0.0000  0.0000  0.0000  0.0000  0.7071 -0.7071
Diamond-lattice model, inputs:
  lattice constant = 10.0 bohr
  form factor, |G|^2 = 3 (2pi/a)^2: -0.20 Ry
  form factor, |G|^2 = 8 (2pi/a)^2: 0.05 Ry
  form factor, |G|^2 = 11 (2pi/a)^2: 0.08 Ry
  valley position = 0.85 (2pi/a)
  plane waves per valley = 56
Diamond-lattice model, results:
  distance to nearest other band = 0.0380 Ry
  largest permutation-law error = 2.2e-14
  potential matrix (arbitrary energy unit):
    diagonal = -0.87800, g = -0.13013, f = -0.26015
    departure from invariant form, centred = 1.6e-14
    departure from invariant form, shifted = 0.2408
Donor-site density / single-valley density:
  A1 6.0000, E 0.0000, T2 0.0000
Contact levels / single-valley shift magnitude: -6.000 0.000 0.000 0.000 0.000 0.000
Worked example: e0 = 0.0, g = -2.0, f = -3.0 meV
  six eigenvalues (meV): -14.000 2.000 2.000 2.000 4.000 4.000
  A1 = -14.000, T2 = 2.000, E = 4.000 meV
  E - A1 = 18.000 meV
  T2 - A1 = 16.000 meV
  E - T2 = 2.000 meV
  recovered g = -2.000, f = -3.000 meV
```
